\section*{H-theorem for colliding fermions and displaced Fermi distributions, part 2}

Electrons in a clean conductor start from an irregular momentum distribution and collide mainly with one another. Which distributions do these collisions leave unchanged, and how much of the initial state must be known to identify the one with the same conserved totals?

The gas is uniform and force-free, with dispersion $\varepsilon=p^2/2m$, mass $m$, spin degeneracy $g$ and dimension $d$. Units are $\hbar=k_B=1$. Each spin component has occupation $f(\mathbf p,t)$. We write $f_i=f(\mathbf p_i,t)$ and $\int_{\mathbf p}=g\int d^dp/(2\pi)^d$; $\int_{1234}$ is the same integral over four momenta. Umklapp processes are neglected.

For a collision $12\to34$ the loss and gain products are $A=f_1f_2(1-f_3)(1-f_4)$ and $B=f_3f_4(1-f_1)(1-f_2)$, and
$$\frac{\partial f_1}{\partial t}=\int_2\int_3\int_4W(12|34)(B-A).$$
The kernel $W$ conserves momentum and energy and is unchanged when $1$ and $2$, $3$ and $4$, or the two pairs are exchanged. The entropy per volume, $S[f]=-\int_{\mathbf p}[f\ln f+(1-f)\ln(1-f)]$, obeys
\begin{equation}
\frac{dS}{dt}=\frac14\int_{1234}W(A-B)\ln\frac AB\geq0 .
\label{eq:H2}
\end{equation}

With $\varphi=\ln[f/(1-f)]$, a stationary state satisfies $\varphi_1+\varphi_2=\varphi_3+\varphi_4$ in every allowed collision. For $d\geq2$ and continuous $0<f<1$ with finite density, this gives $\varphi=\alpha+\mathbf b\cdot\mathbf p-\beta p^2/2m$ with constants $\alpha$, $\mathbf b=\mathbf u/T$ and $\beta=1/T$. The stationary states are therefore
\begin{equation}
F=\frac{1}{e^{-\varphi_F}+1},\qquad
\varphi_F=\frac{1}{T}\left[\mu-\frac{(\mathbf p-m\mathbf u)^2}{2m}\right],
\label{eq:F2}
\end{equation}
with drift velocity $\mathbf u$, temperature $T>0$ and comoving chemical potential $\mu$. The function $\varphi_F=\ln[F/(1-F)]$ is a linear combination of the conserved quantities (invariants) $1$, $\mathbf p$ and $p^2$.

\subsection{The conserved densities allow at most one stationary state}

Let $f$ and $F$ have equal densities of particles, momentum and energy. Define the relative entropy
\begin{equation}
D=\int_{\mathbf p}\left[f\ln\frac fF+(1-f)\ln\frac{1-f}{1-F}\right].
\label{eq:D}
\end{equation}
The inequality $\ln x\leq x-1$, with equality only at $x=1$, gives
\begin{align}
f\ln\frac Ff&\leq F-f,\\
(1-f)\ln\frac{1-F}{1-f}&\leq f-F .
\end{align}
Adding these lines shows that the integrand of $D$ is non-negative and vanishes only where $f=F$. Next, separate the terms containing $\ln F$ and $\ln(1-F)$:
\begin{align}
D&=-S[f]-\int_{\mathbf p}\left[f\ln F+(1-f)\ln(1-F)\right]\nonumber\\
&=-S[f]-\int_{\mathbf p}\left[f\varphi_F+\ln(1-F)\right].
\end{align}
Because $\varphi_F$ contains conserved quantities alone, $\int f\varphi_F=\int F\varphi_F$. The last integral, with its minus sign, is then $S[F]$, so
\begin{equation}
S[F]-S[f]=D\geq0 .
\label{eq:gain}
\end{equation}
The displaced Fermi distribution has the largest entropy compatible with the conserved densities. If two such distributions shared these densities, each would have at least the entropy of the other. Then $D=0$, and the two would coincide.

\subsection{A stationary state exists for every admissible initial state}

Let $n$, $\mathbf\Pi$ and $E$ be the densities of particles, momentum and energy. The function~\eqref{eq:F2} is symmetric about $m\mathbf u$, so its mean momentum is $m\mathbf u$ and
\begin{equation}
\mathbf u=\frac{\mathbf\Pi}{mn},\qquad
e=E-\frac{\Pi^2}{2mn}.
\label{eq:moments}
\end{equation}
Here $e$ is the energy density in the frame moving with the gas. The two numbers $n$ and $e$ must now determine $T$ and $\eta=\mu/T$.

Measure momentum from $m\mathbf u$ and substitute $x=p^2/2mT$. Then
\begin{equation}
p^{d-1}dp=\tfrac12(2mT)^{d/2}x^{d/2-1}dx,
\end{equation}
and the integrals become
\begin{align}
n&=C_dT^{d/2}I_{d/2-1}(\eta),\\
e&=C_dT^{d/2+1}I_{d/2}(\eta),\\
I_k(\eta)&=\int_0^\infty\frac{x^k\,dx}{e^{x-\eta}+1},\\
C_d&=\frac{g\,\Omega_d(2m)^{d/2}}{2(2\pi)^d},
\end{align}
where $\Omega_d$ is the surface of the unit sphere. At zero temperature the states are filled up to the Fermi energy $E_F$, and the same substitution gives $n=C_d(2/d)E_F^{d/2}$. Equating the two expressions for $n$,
\begin{equation}
E_F=T\left[\frac d2I_{d/2-1}(\eta)\right]^{2/d}.
\label{eq:EF}
\end{equation}
The energy per particle in units of $E_F$ is therefore a function of $\eta$ alone:
\begin{equation}
R_d(\eta)=\frac{e}{nE_F}
=\frac{I_{d/2}(\eta)}{I_{d/2-1}(\eta)\left[\frac d2I_{d/2-1}(\eta)\right]^{2/d}}.
\label{eq:R}
\end{equation}

For $\eta\to\infty$ the integrals approach $I_k\to\eta^{k+1}/(k+1)$, and
\begin{equation}
R_d\to\frac{\eta^{d/2+1}/(d/2+1)}{[\eta^{d/2}/(d/2)]\,\eta}
=\frac{d}{d+2}.
\end{equation}
For $\eta\to-\infty$ the occupation is dilute and $I_k\to e^\eta\Gamma(k+1)$, so $R_d$ grows as $e^{-2\eta/d}$ without limit. Being continuous, $R_d$ takes every value above $d/(d+2)$. Numerical integration at $\eta=200$ gives $0.50004$ in two and $0.60006$ in three dimensions, close to $1/2$ and $3/5$. At $\eta=-10$ the ratios are about $2.2\times10^4$ and $975$.

Every admissible $f$ lies above the lower limit. Let $\theta$ be the filled Fermi ball with the density of $f$, centred at $m\mathbf u$, and let $\varepsilon'$ be the comoving energy. Since $f$ and $\theta$ contain equally many particles,
\begin{equation}
e[f]-e[\theta]=\int_{\mathbf p}(\varepsilon'-E_F)(f-\theta)>0 .
\end{equation}
Inside the ball both factors are negative, and outside both are positive. A suitable $\eta$ therefore exists, and~\eqref{eq:EF} then yields $T$. Two different $\eta$ with the same $n$ and $e$ would contradict the uniqueness shown above.

In two dimensions $C_2=gm/2\pi$ and $I_0=\ln(1+e^\eta)$, so
\begin{equation}
\mu=T\ln\left[\exp\left(\frac{2\pi n}{gmT}\right)-1\right],\qquad
E_F=\frac{2\pi n}{gm}.
\label{eq:mu2d}
\end{equation}
One unknown remains. A scalar root search in $T$ for the energy density $e$ completes the calculation.

\subsection{Where the conclusion changes}

Scattering that changes the total momentum removes from the invariants those components of $\mathbf p$ that it does not conserve. Elastic reversal $\mathbf p\to-\mathbf p$, for example, adds the condition $\varphi(\mathbf p)=\varphi(-\mathbf p)$. This forces $\mathbf b=0$ in $\varphi=\alpha+\mathbf b\cdot\mathbf p-\beta p^2/2m$, and the stationary drift vanishes.

Pauli blocking decides the shape. A displaced Maxwellian $f$ satisfies $f_1f_2=f_3f_4$, so
\begin{align}
A-B&=f_1f_2[(1-f_3)(1-f_4)-(1-f_1)(1-f_2)]\nonumber\\
&=f_1f_2(f_1+f_2-f_3-f_4).
\end{align}
This is in general not zero. Relative to $f_1f_2$ it is of the order of the occupations themselves, so the Maxwellian becomes stationary in the dilute limit.

Sharp occupations $0$ and $1$ lie outside the proof, because $\varphi$ diverges. A filled ball is nevertheless stationary. For $A\neq0$ two particles inside it would have to reach two states outside, and that would raise their comoving energy. For $B\neq0$ the reverse would be needed. The ball is the limit $T\to0$ of~\eqref{eq:F2} at fixed $\mu>0$.

Finally, equation~\eqref{eq:H2} identifies the stationary states and the direction of change. It does not by itself prove that each solution converges, nor does it give a relaxation time.

\subsection{Relaxation on a momentum lattice}

The first example uses atomic units, $m=1$ and spinless particles on a $9\times9$ square lattice of momenta with spacing $0.1$. Momentum integrals become sums over the lattice points. Each ordered collision that changes the pair and conserves momentum and energy is retained, with strength $W_0$ for the constant kernel. There are $16352$ of them. Exchanging $1$ with $2$, $3$ with $4$, and the two pairs produces eight orders of one physical collision, so the number of distinct collisions is $16352/8=2044$. A code that stores each once must use the rate $2W_0$ in $df/dt$, because the order of $3$ and $4$ is summed for a given particle $1$.

The linear conditions $\varphi_1+\varphi_2=\varphi_3+\varphi_4$ on this lattice leave four independent solutions, which are $1$, $p_x$, $p_y$ and $p^2$. The finite set of collisions thus creates no spurious invariant. With $\mathbf p\to-\mathbf p$ scattering two remain. A one-dimensional lattice of $21$ points has no pair-changing collision and hence $21$ invariants.

Initially a block of $15$ states, displaced towards positive $p_x$, has occupation $0.90$, and the other $66$ states have $0.02$. The particle number is
\begin{equation}
N=15(0.90)+66(0.02)=14.82 .
\end{equation}
The total momentum is $1.32$ along $x$, and the total energy is $0.350$ hartree.

The integral formulas do not apply to a truncated lattice. Instead, let $\mathbf g_i$ collect the invariants at point $i$, let $\mathbf M=\sum_if_i\mathbf g_i$, and minimize
\begin{equation}
\mathcal L(\boldsymbol\lambda)=\sum_i\ln\left(1+e^{\boldsymbol\lambda\cdot\mathbf g_i}\right)-\boldsymbol\lambda\cdot\mathbf M .
\end{equation}
With $F_i=1/(e^{-\boldsymbol\lambda\cdot\mathbf g_i}+1)$, its derivatives are
\begin{align}
\nabla\mathcal L&=\sum_iF_i\mathbf g_i-\mathbf M,\\
\nabla\nabla\mathcal L&=\sum_iF_i(1-F_i)\mathbf g_i\mathbf g_i^{T}.
\end{align}
A vanishing gradient is the equality of the invariants. The second derivative is positive definite because the invariants are linearly independent, so there is at most one minimum. It exists: with $x_i=\boldsymbol\lambda\cdot\mathbf g_i$ the function is a sum of terms $\ln(1+e^{x_i})-f_ix_i$, each of which grows without limit for $|x_i|\to\infty$ when $0<f_i<1$.

The result is $u_x=0.0896$, $T=0.01268$ hartree and $\mu=0.02148$ hartree. The mean momentum per particle, $1.32/14.82=0.0891$, differs slightly from $u_x$. The equality in~\eqref{eq:moments} rests on symmetry about $m\mathbf u$, which the truncated lattice lacks.

For the constant kernel the evolution is as follows, with time in $1/W_0$:
\begin{center}
\begin{tabular}{cccc}
$t$ & $S$ & $dS/dt$ & $\max|f-F|$\\
$0$ & $11.347$ & $262$ & $0.549$\\
$0.01$ & $13.486$ & $177$ & $0.511$\\
$0.10$ & $19.834$ & $23.0$ & $0.241$\\
$0.30$ & $20.953$ & $0.420$ & $0.0342$\\
$1.00$ & $20.975$ & $1.9\times10^{-6}$ & $6.3\times10^{-5}$
\end{tabular}
\end{center}
The entropy production falls faster than the deviation. Near equilibrium set $r=\ln(A/B)$. Then $(A-B)r=B(e^r-1)r\approx Br^2$, and $r$ is linear in the deviation to leading order, so the production is quadratic. Between the last two rows the deviation falls by a factor of about $545$, whose square is $3.0\times10^5$, while the production falls by $2.2\times10^5$. The factors need not agree closely, because the largest deviation does not describe the whole distribution.

A second run uses the screened kernel
\begin{equation}
\frac{W}{W_0}=\frac12\left[\frac{1}{(1+q^2/\kappa^2)^2}+\frac{1}{(1+q'^2/\kappa^2)^2}\right],
\end{equation}
with $q=|\mathbf p_1-\mathbf p_3|$, $q'=|\mathbf p_1-\mathbf p_4|$ and $\kappa=0.3$. This model omits interference between direct and exchange scattering. Both kernels are model rates chosen to obey the symmetries. For spinless fermions the Born amplitude is the difference of the direct and exchange terms, which vanishes for a contact potential and, for the screened one, whenever $q=q'$. Both runs end at the predicted $F$ to within rounding error: the kernel affects the path, but the final state is the one fixed by the invariants. The numerical check also confirms~\eqref{eq:H2} against a direct derivative of $S$. With the constant kernel it finds the filled disc $p^2\leq0.05$ stationary. The displaced Maxwellian $0.6\exp\{-[(p_x-0.1)^2+p_y^2]/0.026\}$ and the completely filled block of $15$ states change at up to $0.50W_0$ and $4W_0$. The Maxwellian rate scales as the cube of the amplitude, as the expression for $A-B$ requires.

\subsection{Two electron streams in a plane}

The second example is a continuous two-dimensional gas with $g=2$ and $m=1$. Its initial occupation is the average of two Fermi distributions with $T_0=0.01$ and $\mu_0=0.05$ hartree, drifting along $x$ at $0.30$ and $-0.10$. The common density is
\begin{equation}
n=\frac{2(0.01)}{2\pi}\ln(1+e^5)=0.01594\ \text{bohr}^{-2},
\end{equation}
so~\eqref{eq:mu2d} gives $E_F=\pi n=0.05007$ hartree. The mean drift is $u=(0.30-0.10)/2=0.10$, and each stream moves at $\pm0.20$ relative to it. The cross terms cancel in the comoving energy per electron:
\begin{equation}
\frac en=0.02824+\frac{0.20^2}{2}=0.04824\ \text{hartree}.
\end{equation}
The first term is the energy within one stream. The ratio $e/(nE_F)=0.963$ exceeds the lower limit $1/2$, as it must.

The root search gives $T=0.0337$ hartree, or about $1.06\times10^4$ K, and $\mu=0.0414$ hartree. The relative motion of the streams has become heat, while the common drift survives. The entropy per electron rises from $1.414$ to $1.634$. The difference, $0.220$, agrees with the separately integrated relative entropy~\eqref{eq:D}. These values compare the initial state with the stationary state that has the same invariants; the duration of the change would require a specified $W$. They hold for a weakly interacting model gas. For bare electrons at this density the Coulomb energy at the typical distance $1/\sqrt{\pi n}=4.5$ bohr is $0.22$ hartree, more than the kinetic energy per electron, so correlations and interaction energy could not be neglected.

\section*{Calculated quantities}
\begin{verbatim}
LATTICE MODEL (spinless, mass 1)
momentum step: 0.1 a.u.; states: 81
ordered collisions: 16352
initial occupation in block / outside: 0.90 / 0.02
states in block: 15
screening momentum, second kernel: 0.3 a.u.
invariants in 2D: 4
invariants in 2D with p -> -p scattering: 2
1D: states 21, pair-changing collisions 0, invariants 21
largest relative error of entropy production: 4.2e-09
particle number: 14.8200
total momentum x, y: 1.3200, 0.0000 a.u.
total energy: 0.35000 hartree
predicted drift velocity x: 0.08962 a.u.
predicted temperature: 0.012680 hartree
predicted chemical potential: 0.021481 hartree
predicted final entropy: 20.97485 k_B
constant kernel: time (1/W0), S (k_B), dS/dt (k_B W0), max|f-F|
   0.00   11.34683  2.62015e+02  5.486e-01
   0.01   13.48565  1.77464e+02  5.111e-01
   0.03   16.18372  1.02631e+02  4.397e-01
   0.10   19.83447  2.29934e+01  2.412e-01
   0.30   20.95263  4.19837e-01  3.418e-02
   1.00   20.97485  1.94150e-06  6.272e-05
end time: 199.5 /W0
end max|f-F|, constant kernel: 1.8e-15
end max|f-F|, screened kernel: 4.4e-16
largest |df/dt| (W0) for trial shapes:
  displaced Fermi: 2.019e-15
  displaced Maxwellian: 5.048e-01
  filled disc: 0.000e+00
  filled rectangle: 4.000e+00
ENERGY PER PARTICLE / FERMI ENERGY
  2D: mu/T=200: 0.50004; mu/T=-10: 22027.2
  3D: mu/T=200: 0.60006; mu/T=-10: 974.9
CONTINUUM 2D GAS (spin degeneracy 2, mass 1)
initial disc T, mu: 0.01, 0.05 hartree
disc drifts: 0.30, -0.10 a.u.
density: 0.0159369 bohr^-2
Fermi energy at this density: 0.050067 hartree
energy per electron within a disc: 0.028238 hartree
comoving energy per electron: 0.048238 hartree
comoving energy / Fermi energy: 0.96348
final drift velocity: 0.10 a.u.
final temperature: 0.033699 hartree = 10641 K
final chemical potential: 0.041419 hartree
entropy per electron before: 1.41359 k_B
entropy per electron after: 1.63380 k_B
relative entropy per electron: 0.22021 k_B
\end{verbatim}
